# Pipek-Mezey Wannier functions in PAW and their sigma-pi separation

## The result

Let $w_A(\mathbf r)$ be smooth atomic weights with $\sum_A w_A=1$. For an insulating planar chain in the projector augmented-wave (PAW) method, Pipek-Mezey Wannier functions maximize

$$F=\sum_n\sum_A (q_n^A)^2,\qquad q_n^A=\langle w_{0n}|w_A|w_{0n}\rangle ,$$

where $n$ counts the occupied bands and $A$ runs over all atoms of a periodic supercell of $N$ cells. The weight matrix between occupied states is

$$Q^A_{\mu\nu}=\langle\tilde\psi_\mu|w_A|\tilde\psi_\nu\rangle+\sum_a\sum_{ij}P^{a*}_{i\mu}O^{A,a}_{ij}P^a_{j\nu},$$

$$O^{A,a}_{ij}=\langle\phi^a_i|w_A|\phi^a_j\rangle-\langle\tilde\phi^a_i|w_A|\tilde\phi^a_j\rangle .$$

If the weights are even under reflection in the molecular plane, separated $\sigma$ and $\pi$ functions are stationary against mixing, and conjugate gradients started from them keep them separated. Rotating one $\sigma$ and one $\pi$ function by an angle $\theta$, equally in every cell, gives

$$F(\theta)-F(0)=-\tfrac12\sin^2(2\theta)\sum_A(q_\sigma^A-q_\pi^A)^2\le 0 .$$

This does not prove that the separated set is a maximum against all simultaneous mixings. The Hessian decides that locally, unless its largest eigenvalue is zero. In the model chain below it is negative in the whole $\sigma$-$\pi$ block, whereas the Hessian of the sum of squared position averages, whose maximization minimizes the spread, has a positive eigenvalue in that block.

## First failure: weighing the pseudo functions

The naive scheme uses $\langle\tilde\psi|w_A|\tilde\psi\rangle$ alone. Pseudo functions are not normalized in the ordinary sense, so their populations do not sum to one, and the error differs between $\sigma$ and $\pi$. A squared functional amplifies this.

The cure starts from the PAW transformation. Inside sphere $a$ let $\phi_i$ be the full partial waves, $\tilde\phi_i$ the smooth ones, and $D_i=\phi_i-\tilde\phi_i$, which vanishes outside the sphere. With projectors obeying $\langle\tilde p_i|\tilde\phi_j\rangle=\delta_{ij}$,

$$\psi=\tilde\psi+\sum_{a,i}D_i^aP_i^a,\qquad P_i^a=\langle\tilde p_i^a|\tilde\psi\rangle .$$

The spheres do not overlap, so products of $D$ from different spheres vanish. For one sphere, with its label suppressed, the true matrix element between $\psi$ and $\psi'$ exceeds the smooth one by

$$\sum_iP_i^*\langle D_i|w|\tilde\psi'\rangle+\sum_j\langle\tilde\psi|w|D_j\rangle P'_j+\sum_{ij}P_i^*\langle D_i|w|D_j\rangle P'_j .$$

The one-centre formula supplies instead

$$\sum_{ij}P_i^*\big[\langle D_i|w|\tilde\phi_j\rangle+\langle\tilde\phi_i|w|D_j\rangle+\langle D_i|w|D_j\rangle\big]P'_j ,$$

because $\phi_i=\tilde\phi_i+D_i$. Subtracting, with $r=\tilde\psi-\sum_i\tilde\phi_iP_i$ inside the sphere, leaves the neglected remainder

$$\sum_iP_i^*\langle D_i|w|r'\rangle+\sum_j\langle r|w|D_j\rangle P'_j .$$

It vanishes if the partial waves are complete in the sphere, since then $r=0$. A finite set needs more care. In the model each sphere has one $s$ and three $p$ partial waves. They differ in angular symmetry, so one may choose

$$\tilde p_i=\frac{D_i}{\langle D_i|\tilde\phi_i\rangle}$$

for real functions. From duality, $\langle\tilde p_i|r\rangle=P_i-\sum_j\delta_{ij}P_j=0$, hence $\langle D_i|r\rangle=0$. The remainder then vanishes for any weight that is constant in the sphere. In particular it vanishes for $\sum_Aw_A=1$, so $\sum_AQ^A$ is the full overlap even with incomplete partial waves. What is left is an error in how charge is divided among atoms, caused by the variation of $w_A$ across a sphere. This rests on the special choice of projectors. With general projectors $\sum_AQ^A$ is still the PAW overlap, so the populations add to one, but it differs from the overlap of the reconstructed functions by the remainder for $w=1$.

If $w_A$ is one in its own sphere and zero in the others, $O^{A,a}$ reduces to $\delta_{Aa}$ times the usual PAW overlap correction. Overlapping weights, such as the Gaussian ones used below, do not satisfy this condition, and a sphere then contributes to several atoms. This is why $O$ carries two atomic labels.

## Second failure: keeping only equal wave vectors

Use the Wannier convention

$$w_{0n}=\frac1{\sqrt N}\sum_{k,m}\psi_{mk}U_{mn}(k),$$

with Bloch functions normalized over the supercell and $U(k)$ unitary. Collecting $(k,m)$ in one index and setting $V=U/\sqrt N$ gives $V^\dagger V=1$ and

$$q_n^A=(V^\dagger Q^AV)_{nn}.$$

A single atomic weight is not lattice periodic, so $Q^A$ connects different $k$. Keeping only its $k$-diagonal blocks would replace $w_A$ by the average over its translated copies. The resulting population could not tell a function on one atom from one spread over the equivalent atoms of many cells. All pairs $(k,k')$ are therefore required.

A nonlinear dependence on the populations, here the square, is also necessary: the linear sum $\sum_Aq_n^A=1$ carries no information about localization. A function shared equally by $m$ atoms contributes $m(1/m)^2=1/m$, so maximizing $F$ favours few atoms.

## Third failure: an unconstrained gradient step

Adding a gradient to $U(k)$ destroys unitarity. Vary instead $dU=UK$ with $K^\dagger=-K$ at each $k$. Since $Q^A$ is Hermitian,

$$dF=\sum_{A,n}2q_n^A\,dq_n^A,\qquad dq_n^A=2\,\mathrm{Re}\,(dV^\dagger Q^AV)_{nn}.$$

Inserting $dV=UK/\sqrt N$ yields

$$dF=\sum_k\mathrm{Re\,Tr}[K^\dagger U^\dagger\Gamma],\qquad
\Gamma_{mn}(k)=\frac4{\sqrt N}\sum_Aq_n^A(Q^AV)_{(km),n}.$$

Split $X=U^\dagger\Gamma$ into Hermitian and anti-Hermitian parts. For Hermitian $X_h$, the complex conjugate of $\mathrm{Tr}(K^\dagger X_h)$ is $\mathrm{Tr}(X_hK)=-\mathrm{Tr}(K^\dagger X_h)$; the trace is imaginary and drops out. Thus

$$dF=\sum_k\mathrm{Re\,Tr}[K^\dagger G],\qquad G=\tfrac12(X-X^\dagger),$$

and $G$ is the direction of steepest ascent. One iteration is as follows.

1. Start with $D=G$ (here $D$ is a search direction, not a partial-wave difference). If the slope $s_0=\sum_k\mathrm{Re\,Tr}\,D^\dagger G$ is not positive, reset $D=G$.
2. Move along $U(t)=U e^{tD}$, which is unitary. Because $dU/dt=U(t)D$, the slope at a trial step $t_1$ is $s_1=\sum_k\mathrm{Re\,Tr}\,D^\dagger G(t_1)$.
3. A linear slope $s(t)=s_0+(s_1-s_0)t/t_1$ vanishes at $t=t_1s_0/(s_0-s_1)$. Use this if $s_1<s_0$; otherwise lengthen the step. Limit the rotation, and halve $t$ until $F$ rises sufficiently.
4. With the new gradient $G'$, set $D\leftarrow G'+\beta D$, where
$$\beta=\max\left[0,\frac{\sum_k\mathrm{Re\,Tr}\,G'^\dagger(G'-G)}{\sum_k\mathrm{Tr}\,G^\dagger G}\right].$$

The exponential is obtained by diagonalizing the Hermitian matrix $-iD$. Iteration stops when the norm of $G$ is small.

## Fourth failure: taking symmetry for stability

Let the atoms lie in $z=0$ and let the occupied space be invariant under $z\to-z$. Even weights have $Q^A_{\sigma\pi}=0$. A separated $\sigma$ column of $V$ has only $\sigma$ entries, and so has its product with $Q^A$; the same holds for $\pi$. Hence $G$, every search direction and every exponential are block diagonal. In exact arithmetic, separation is conserved at each step. In finite precision, rounding errors that mix $\sigma$ and $\pi$ can grow near an unstable stationary point if the iteration is continued long enough.

This argument does not single out Pipek-Mezey. Minimizing the spread $\sum_n(\langle r^2\rangle_n-|\langle\mathbf r\rangle_n|^2)$ is equivalent to maximizing a sum of squared position averages when $\sum_n\langle r^2\rangle_n$ is fixed. For $y^2$ and $z^2$ this holds because they are lattice periodic, so only $k$-diagonal traces enter, and these do not depend on $U(k)$. For $x^2$ it fails, since moving a function by one cell changes $\langle x^2\rangle$. On the periodic supercell of length $L$, the coordinate $x$ is therefore represented by $(L/2\pi)\cos(2\pi x/L)$ and the corresponding sine, whose squares add to the constant $(L/2\pi)^2$. The spread along $x$ is then $(L/2\pi)^2(1-|\langle e^{2\pi ix/L}\rangle_n|^2)$, which approaches the variance only for functions narrow compared with $L/2\pi$; spreads and in-plane distances below are meant in this sense. The operator $z$ does couple $\sigma$ to $\pi$, but in $\Gamma$ it is multiplied by $\langle z\rangle_n$, which is zero for separated functions. They are stationary here too.

The difference appears at second order. For any Hermitian operator take diagonal elements $a$ and $b$ in $\sigma$ and $\pi$, and let $\kappa=\mathrm{Re}\langle\sigma|O|\pi\rangle$. The functions $\cos\theta\,\sigma+\sin\theta\,\pi$ and $-\sin\theta\,\sigma+\cos\theta\,\pi$ have averages

$$\frac{a+b}2\pm\Big(\frac{a-b}2\cos2\theta+\kappa\sin2\theta\Big).$$

The sum of their squares is

$$\frac{(a+b)^2}2+2\Big(\frac{a-b}2\cos2\theta+\kappa\sin2\theta\Big)^2 .$$

Three cases follow.

- For an even weight, $\kappa=0$, and the change is $-\frac12(a-b)^2\sin^2 2\theta$. Summing over atoms gives the stated law.
- For $z$, $a=b=0$, and the change is $+2\kappa^2\sin^2 2\theta$. If $\Delta^2$ is the sum of $(a-b)^2$ over the in-plane position operators, the pair gains by mixing when $4\kappa^2>\Delta^2$: twice the magnitude of the $z$ element must exceed $\Delta$, which approaches the distance between the centres when that distance and the widths of the functions are small compared with $L/2\pi$. The gain is largest at $45^\circ$, which gives two functions of half $\sigma$ and half $\pi$ character, one above and one below the plane.
- If the mirror is broken, $\kappa$ and $a-b$ can both be nonzero. The initial slope is then $4\kappa(a-b)$ per operator, and separated functions are in general no longer stationary.

The pair law has a flat limit. If $\sigma$ and $\pi$ have equal populations on every atom, as for an idealized symmetric double bond with half of each function on either atom, $F$ does not distinguish them from the mixtures formed by this rotation, which is the same in every cell.

Several mixings at once need a further calculation. Consider one $\pi$ function $p$ and several $\sigma$ functions $i$, mixed equally at all $k$ with amplitudes $K_i$. To second order,

$$w_i\to w_i+K_iw_p-\tfrac12\sum_jK_j^*K_iw_j,$$

$$w_p\to w_p-\sum_iK_i^*w_i-\tfrac12\sum_i|K_i|^2w_p .$$

The population changes are therefore

$$\delta q_i=|K_i|^2q_p-\mathrm{Re}\sum_jQ_{ij}K_j^*K_i,$$

$$\delta q_p=\sum_{ij}K_iQ_{ij}K_j^*-\sum_i|K_i|^2q_p .$$

With $d_i^A=q_p^A-q_i^A$, inserting these in $\delta F=2\sum_A(\sum_iq_i\delta q_i+q_p\delta q_p)$ and separating $i=j$ from $i\ne j$ gives

$$\delta F=-2\sum_i|K_i|^2\sum_A(d_i^A)^2+2\,\mathrm{Re}\sum_{i\ne j}K_iK_j^*c_{ij},\qquad c_{ij}=\sum_AQ^A_{ij}d_i^A .$$

Stationarity within the $\sigma$ block means $\sum_AQ^A_{ij}(q_i^A-q_j^A)=0$, which makes $c_{ij}$ Hermitian. For two $\sigma$ functions with nonzero $d_i$ and $d_j$, this quadratic form is negative definite if and only if

$$|c_{ij}|^2<\sum_A(d_i^A)^2\sum_A(d_j^A)^2 .$$

The pair law supplies the diagonal terms but not this inequality. Mixing that varies with $k$ adds further directions, so the full block must be diagonalized.

## A polar, bond-alternating chain

The example is a three-dimensional zigzag model with round parameters, not a self-consistent calculation of a material. A cell of 4.6 bohr contains heavy atoms A and B and two cap atoms. The A=B bond is 2.470 bohr long and the bond from B to the next A, called A′, is 2.818 bohr. Heavy atoms carry $s$ and $p$ Gaussians, caps one $s$ Gaussian. Inside spheres of radius $r_c=1.1$ bohr, the core differences are $-1.2\,u$ for $s$ and $1.5\,x_iu$ for $p$ in atomic units, with $u=(1-r^2/r_c^2)^6$. The weights are

$$w_A=\frac{g_A}{\sum_Bg_B},\qquad g_A=e^{-|\mathbf r-\mathbf R_A|^2/(2s^2)},\quad s=1.1\ \text{bohr}.$$

The Hamiltonian has on-site energies $\varepsilon_\mu$ and off-diagonal elements $1.75(\varepsilon_\mu+\varepsilon_\nu)S_{\mu\nu}/2$ in normalized basis functions. With five $k$ points and five filled bands, one of them $\pi$, the gap on the mesh is 3.9 eV. The mesh omits the zone boundary, where the gap is smallest, about 3.3 eV, so the chain is insulating at all $k$. The numbers below are for $N=5$ and are not converged in $N$. With $N=8$, $F$ rises by 0.0003 and the Pipek-Mezey mixing curvature stays at $-0.202$ rad$^{-2}$. The spread values, which depend on $L$ through the periodic position operator, fall by about 5%: the curvature from 1.96 to 1.87 bohr$^2$ rad$^{-2}$ and the gain from 0.214 to 0.203 bohr$^2$. The exponents and on-site energies are in the numerical output.

Direct integration of the reconstructed functions tests the weight matrices. The largest one-centre element is 0.095 and the largest neglected remainder $1.1\times10^{-4}$. After adding the remainder, the two routes agree to $2.5\times10^{-6}$. For the final Wannier functions, the PAW populations err by at most $5.1\times10^{-5}$ electron per singly counted orbital.

The need for the one-centre terms shows in the double bond. Without them, the total population is 1.047 for its $\sigma$ function and 0.954 for $\pi$. For equal relative distributions over atoms, their contributions to $F$ would be in the ratio $(1.047/0.954)^2\approx1.20$ instead of 1. Omitting these terms would distort the weighting, but would not break the mirror symmetry. The ratio does not by itself tell how much the optimized functions would change.

| Function | First atom | Second atom | Rest |
|---|---:|---:|---:|
| $\sigma$ A=B | 0.384 | 0.440 | 0.177 |
| $\sigma$ B–A′ | 0.449 | 0.343 | 0.208 |
| $\pi$ A=B | 0.190 | 0.529 | 0.281 |

The $\pi$ function leans more strongly towards B and has a larger part outside its two atoms. The squared $\sigma$-$\pi$ differences on A and B are

$$(0.384-0.190)^2+(0.440-0.529)^2\approx0.0376+0.0079=0.0455 .$$

The other atoms raise the sum to 0.0536. At $\theta=0.4$ rad the law predicts

$$-\tfrac12\sin^2(0.8)\times0.0536=-0.0138,$$

in agreement with the directly evaluated change.

For small $\theta$, $\sin^2 2\theta\approx4\theta^2$, so the curvature of this one rotation is $-4\times0.0536=-0.214$ rad$^{-2}$. The largest eigenvalue of the full mixing block is $-0.202$ rad$^{-2}$, in units where a $k$-independent pair rotation has length $\theta$. The largest eigenvalue cannot lie below the curvature of any single rotation in the block; here it lies slightly above $-0.214$ and is still negative: the separated point is a local maximum against $\sigma$-$\pi$ mixing.

From separated bond functions, the ascent takes 11 steps and reaches $F=1.9423$. Define leakage as the smaller of a function's $\sigma$ and $\pi$ weights, taken for the worst function. Six starts with leakage between 0.30 and 0.48 reach the same $F$ in 28 to 34 steps, with final leakage below $10^{-12}$. This supports global optimality in the model but does not prove it.

For spread minimization, the sum of squared position averages has a largest mixing curvature of $+1.96$ bohr$^2$ rad$^{-2}$ at the separated stationary point, so the spread itself curves downward by this amount in that direction. Mixing lowers the spread by 0.214 bohr$^2$ per cell relative to that point. The smallest spread found has leakage 0.500, the same value as after a $45^\circ$ pair rotation, but the minimum is more than such a rotation: the best single pair, $\sigma$ A=B with $\pi$, gains only 0.181 bohr$^2$ at $45^\circ$, and the rest comes from further relaxation. Both functionals respect the mirror, but in this model only the Pipek-Mezey functional makes the separated point locally stable against $\sigma$-$\pi$ mixing.

## Computed values

```
cells = k points: 5; cell length: 4.6 bohr
home atoms A, B, cap A, cap B (x, y) in bohr: [[0.0, -0.65], [2.1, 0.65], [0.0, -2.75], [2.1, 2.75]]
bond lengths A=B, B-A': 2.470, 2.818 bohr
Gaussian exponents s, p, cap: 0.5, 0.45, 0.45 bohr^-2
sphere radius 1.1 bohr; weight width 1.1 bohr
core amplitudes s, p: -1.2 bohr^-3/2, 1.5 bohr^-5/2
on-site energies per cell (eV): [-16.0, -9.0, -9.0, -9.0, -22.0, -12.0, -12.0, -12.0, -13.0, -13.0] factor 1.75
band gap on the k mesh: 3.908 eV
largest one-centre weight element: 0.0947
largest PAW remainder element: 1.12e-04
weight identity error: 2.5e-06; overlap error: 3.3e-06
largest sigma-pi weight element: 1.1e-17
slope by difference, by gradient: -3.85948260, -3.85948261
F start, F maximum: 1.925485, 1.942319; CG steps 11
final gradient 7.3e-08; leakage 4.4e-16
Wannier orthonormality error: 2.9e-06
function: populations on its two atoms, rest, total smooth-only
  sigma A=B    0.3839 0.4395 0.1767 1.0470
  sigma B-A'   0.4487 0.3430 0.2083 1.0268
  sigma A-cap  0.3313 0.6067 0.0619 1.0142
  sigma B-cap  0.3676 0.5526 0.0798 1.0135
  pi A=B       0.1903 0.5287 0.2810 0.9542
largest population error of PAW weights: 5.10e-05
sum of squared sigma-pi population differences: 0.053605
pair rotation 0.4 rad: change -0.01379248, law -0.01379248
largest mixing curvature, Pipek-Mezey: -0.20204 rad^-2
largest mixing curvature, spread: 1.9629 bohr^2 rad^-2
mixed starts: leakage from 0.297 to 0.483
Pipek-Mezey runs: F, leakage, gradient, steps
  1.942319 8.8e-15 6.0e-08 32
  1.942319 2.4e-13 5.7e-08 33
  1.942319 2.8e-13 9.1e-08 28
  1.942319 2.0e-13 5.4e-08 34
  1.942319 2.4e-14 8.0e-08 29
  1.942319 8.2e-14 6.2e-08 29
spread lowered by mixing: 0.2137 bohr^2 per cell
leakage at the smallest spread found: 0.5000; gradient 9.6e-06 bohr^2
```
